# Smallest Trap Density Resolvable from Capacitance Noise in a Thin Film

Suppose a film is annealed, its capacitance is measured again, and the extracted subgap density has risen by $2\times10^{13}\ \mathrm{cm^{-3}}$. Without a detection limit, this change may be read as newly formed traps, although noise alone could have produced it. The limit depends on the width of the energy interval and on the traps already present, as well as on the capacitance meter.

## A first estimate

Let the film have thickness $t$ and gated area $A$, and let $g$ be its density of states per volume and per eV. Potentials are in volts, and $W$ is the interval width in volts, numerically equal to its width in eV. Raising the film potential by $d\varphi$ fills $g\,d\varphi$ electrons per volume. The film capacitance per area is therefore

$$C_s=qgt ,$$

where $q$ is the elementary charge. If the whole capacitance signal came from the film, one reading with rms noise $\sigma_C$ would give an uncertainty $\sigma_C/(qtA)$ in $g$, and $W$ times that in the density $N=gW$.

The example has $t=30$ nm, $A=10^{-4}\ \mathrm{cm^2}$, $\sigma_C=5$ fF and $W=0.10$ V. Then $qtA=4.81\times10^{-29}\ \mathrm{C\,cm^3}$, and three standard deviations are

$$3\,\frac{(5\times10^{-15})(0.10)}{4.81\times10^{-29}}\approx3.1\times10^{13}\ \mathrm{cm^{-3}} .$$

This estimate omits two things. The gate insulator in series hides part of the film's response, which raises the limit. A sweep takes many readings inside the interval, which lowers it.

## The controlled derivation

Let $C_i$ be the insulator capacitance per area, $Q$ the magnitude of the electron charge added to the film, and $V$ the gate voltage measured from flat band. The potential is taken as uniform through the film, and the traps as following the probe signal. The gate voltage divides as

$$V=\varphi+\frac{Q}{AC_i}. $$

Since $dQ/d\varphi=AC_s$, differentiating with respect to $Q$ gives

$$\frac1C=\frac{dV}{dQ}=\frac1{AC_s}+\frac1{AC_i},\qquad C=A\,\frac{C_sC_i}{C_s+C_i}.$$

Define $r=C_s/C_i=qgt/C_i$, with $g$ the background density of states, constant over the interval and several thermal energies beyond it. Then

$$\frac{d\varphi}{dV}=1-\frac{C}{AC_i}=1-\frac{r}{1+r}=\frac1{1+r}.$$

To move $\varphi$ by $W$, the gate must swing by $\Delta V=W(1+r)$. With gate step $\delta V$ the interval contains $n=W(1+r)/\delta V$ readings.

The charge is the sum $Q=\delta V\sum_j C_j$. Independent errors add in variance, so at fixed gate voltage

$$\sigma_Q=\sigma_C\,\delta V\sqrt n=\sigma_C\sqrt{\delta V\,W(1+r)}.$$

The density is wanted at fixed film potential, however, and that potential is computed from the same noisy charge. A charge error $\delta Q$ lowers the computed potential by $\delta Q/(AC_i)$. To bring it back to $W$, one moves along the true curve by that amount, which adds $AC_s\,\delta Q/(AC_i)=r\,\delta Q$. The total error is $(1+r)\,\delta Q$, to first order in the noise. Dividing by $qtA$ converts charge to density:

$$\boxed{N_{\min}=k\sigma_N=k\,\frac{\sigma_C\sqrt{\delta V\,W}}{qtA}\,(1+r)^{3/2}}$$

Here $k$ is the decision threshold in standard deviations. The added traps are assumed to be few enough to leave $r$ unchanged. The start of the interval is known, here because it lies at flat band.

At fixed gate step, $N_{\min}$ grows as $W^{1/2}$, while the resolvable density of states $N_{\min}/W$ falls as $W^{-1/2}$. A wider interval admits more noise into the total but gives a finer average per eV.

## The worked example

The insulator is 100 nm of silicon dioxide, with $C_i=34.53\ \mathrm{nF/cm^2}$. The background is $g=10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$ and the gate step 10 mV. The Fermi level moves from 0.35 to 0.25 eV below the conduction edge at 300 K. Then

$$r=\frac{(1.602\times10^{-19})(10^{17})(3\times10^{-6})}{3.453\times10^{-8}}=1.392 .$$

The gate swing is $0.10\times2.392=0.239$ V, or 23.9 readings. With $\sqrt{0.01\times0.10}=0.0316$ V and $2.392^{3/2}=3.70$,

$$\sigma_N=\frac{(5\times10^{-15})(0.0316)(3.70)}{4.81\times10^{-29}}=1.22\times10^{13}\ \mathrm{cm^{-3}} .$$

For $k=3$ this gives $N_{\min}=3.65\times10^{13}\ \mathrm{cm^{-3}}$, or $3.65\times10^{19}\ \mathrm{m^{-3}}$, about 11,000 electrons in the film. The change in the opening paragraph lies below it.

The first estimate came close because its two omissions nearly cancel. For a single reading, the series insulator multiplies the error by $(1+r)^2=5.72$, and averaging divides it by $\sqrt{23.9}=4.89$. Their ratio is 1.17, which takes $3.1\times10^{13}$ to $3.65\times10^{13}$. The agreement is an accident of these values: a gate step four times larger would double the limit and leave the first estimate unchanged.

The noise law was tested on simulated sweeps with backgrounds of 0.3, 1 and 3 times $10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$ and intervals of 0.1, 0.2 and 0.4 eV. The largest deviation in $\sigma_N$ was 0.62 %.

The threshold also needs a statistical reading. In simulated sweeps with no added traps, the alarm rate was 0.0013. With an added density $N_{\min}$ it was 0.50, since half the estimates fall below the true value. Detection in 95 % of trials needs $(3+1.645)\sigma_N=5.65\times10^{13}\ \mathrm{cm^{-3}}$, and the simulated rate there was 0.949. If the background comes from an equally noisy sweep, the variances add and the three-sigma limit becomes $\sqrt2N_{\min}=5.16\times10^{13}\ \mathrm{cm^{-3}}$.

## Choosing the thickness

Hold $g$, $A$, $C_i$, $W$, $\delta V$ and $\sigma_C$ fixed. For $r\ll1$ the limit falls as $1/t$, because a thicker film holds more traps. For $r\gg1$, as long as the potential stays uniform, it rises as $t^{1/2}$, because the insulator dominates the measured capacitance. Between these limits,

$$\frac{d\ln N_{\min}}{dt}=\frac1t\left(\frac32\,\frac r{1+r}-1\right)=0\quad\Rightarrow\quad r=2,\quad t^*=\frac{2C_i}{qg}.$$

This gives 43.1 nm, but at that thickness the potential is no longer uniform enough. With film permittivity $\varepsilon$ and zero field at the back surface, constant $g$ gives $\varphi''=\varphi/\lambda^2$, where $\lambda=\sqrt{\varepsilon/(qg)}$. The solution is a hyperbolic cosine measured from the back surface. Its slope at the insulator gives

$$C_s=\frac{\varepsilon}{\lambda}\tanh x=\frac{\varepsilon}{t}\,x\tanh x,\qquad x=\frac t\lambda .$$

Because $x\propto g^{1/2}$, $dx/dg=x/(2g)$, and

$$\frac{dC_s}{dg}=\frac{\varepsilon x}{2gt}\left(\tanh x+x\,\mathrm{sech}^2x\right).$$

From $qg=\varepsilon x^2/t^2$, the uniform-film response is $qt=\varepsilon x^2/(gt)$. Dividing by it gives the reduction factor

$$G=\frac12\left(\frac{\tanh x}{x}+\mathrm{sech}^2x\right).$$

With relative permittivity 10, $\lambda=74.3$ nm and $G=0.901$ for the 30 nm film. Minimizing $(1+C_s/C_i)^{3/2}/(tG)$ moves the best thickness to 32.0 nm. The minimum is shallow: at 43.1 nm the limit is only about 2 % higher. In much thicker films $C_s/C_i$ saturates at $\varepsilon/(\lambda C_i)=3.45$ and the limit levels off near $7.5\times10^{13}\ \mathrm{cm^{-3}}$, so the $t^{1/2}$ growth is not reached with these parameters.

Free electrons also make $C_s$ vary along the sweep. The same error argument then gives

$$\sigma_N=\frac{\sigma_C\sqrt{\delta V\,\Delta V}\,(1+r_{\rm end})}{qtA},$$

where $r_{\rm end}$ is the capacitance ratio at the upper end of the interval. The nonlinear Poisson equation, with a conduction-band density of $5\times10^{18}\ \mathrm{cm^{-3}}$, gives $r_{\rm end}=1.447$ and a trap response of 0.896. After division by that response, the three-sigma limit is $4.14\times10^{13}\ \mathrm{cm^{-3}}$, 13 % above the uniform-film value.

## A sharp level

The limit derived above applies to a density of states that is nearly constant over the interval and several thermal energies beyond it. For traps at a single energy, thermal broadening matters. Let $V_T=k_BT/q$, and centre the interval on the level. The occupancy changes by

$$\frac1{1+e^{-W/2V_T}}-\frac1{1+e^{W/2V_T}}=\tanh\frac W{4V_T}.$$

At 300 K, where $V_T=25.85$ mV, an interval of 0.10 eV catches 0.747 of the level. Its detection limit is $3.65\times10^{13}/0.747\approx4.88\times10^{13}\ \mathrm{cm^{-3}}$.

The limit varies as $\sqrt W/\tanh(W/4V_T)$. Setting its logarithmic derivative to zero, with $y=W/4V_T$, gives

$$\frac1{2y}=\frac{\mathrm{sech}^2y}{\tanh y}=\frac2{\sinh2y}.$$

With $u=2y$ this is $\sinh u=2u$. Its positive root gives $W=2uV_T=4.355\,V_T$, or 112.6 meV. The limit there is $4.86\times10^{13}\ \mathrm{cm^{-3}}$, so the minimum is shallow. A much narrower interval loses signal faster than noise.

A 50 mV gate probe has an amplitude of $50/2.392\approx21$ mV in the film. It lowers the caught fraction at 0.10 eV from 0.747 to 0.734.

## Errors that averaging leaves behind

Averaging $m$ independent sweeps reduces the random error by $\sqrt m$. A constant capacitance offset $\delta C$ remains. It adds charge $\delta C\,W(1+r)$ at fixed gate voltage, and the shift of the energy axis supplies another factor $1+r$:

$$\delta N=\frac{\delta C\,W(1+r)^2}{qtA}.$$

For 1 fF this is $1.19\times10^{13}\ \mathrm{cm^{-3}}$, about one standard deviation of a single sweep.

An error in $C_i$ enters through $C_s=cC_i/(C_i-c)$, where $c=C/A$. At fixed $c$,

$$\frac{d\ln C_s}{d\ln C_i}=1-\frac{C_i}{C_i-c}=-r .$$

The interval contains $gW=10^{16}\ \mathrm{cm^{-3}}$ of background traps. A 1 % overestimate of $C_i$ changes the extracted density by $-1.36\times10^{14}\ \mathrm{cm^{-3}}$, nearly four times $N_{\min}$ in magnitude. An error in the flat-band gate voltage shifts the film potential by $1/(1+r)$ of its size. An error of 24 mV therefore shifts the film potential by 10 mV. In a uniform film an upward shift raises the free-electron density at the upper end by $1.49\times10^{14}\ \mathrm{cm^{-3}}$, and a downward shift lowers it by about $1.0\times10^{14}\ \mathrm{cm^{-3}}$. With band bending the extracted density changes by about $+1.1\times10^{14}$ and $-0.8\times10^{14}\ \mathrm{cm^{-3}}$. The noise limit is thus a limit on a change in density, not the accuracy of its absolute value. Identical errors in two sweeps cancel in the background but rescale the measured change: a shared 1 % overestimate of $C_i$ shrinks it by about 3 %, and a shared 50 fF offset enlarges it by about 7 %. A flat-band shift between the sweeps does not cancel.

Interface traps set a larger ambiguity. A density $D_{it}=10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ appears as $D_{it}W/t=3.33\times10^{15}\ \mathrm{cm^{-3}}$ in the volume. These traps also raise $r$ and multiply the noise limit by 1.30. By proportion, a change of about 1.4 % in $D_{it}$ imitates that raised limit. One thickness cannot separate the two kinds. Several can, if volume and interface densities stay the same and every film is much thinner than $\lambda$. The potential is then nearly uniform, and the sheet density is $Nt+N_{it}$, with slope $N$ and intercept $N_{it}$. In thicker films, band bending lowers the fitted slope and raises the intercept.

## Comparison with a real transistor

The parameters are rough values in the regime of a sputtered amorphous In-Ga-Zn-O transistor. The channel is 5 µm long, but its total width of 2000 µm is that of a large test structure, far above a display pixel transistor. At fixed meter noise, a hundredfold smaller area raises $N_{\min}$ to about $3.7\times10^{15}\ \mathrm{cm^{-3}}$. This is more than a third of the background in the interval, so added traps of that density would themselves raise $r$ and the noise. The noise is then also about a quarter of each reading, so the first-order error law is only approximate and false alarms are more frequent than the nominal three-sigma rate. For so small a device the value is an estimate of scale, not a calibrated threshold. In a real transistor, the overlap of the gate with the source and drain adds a parallel capacitance, which must be subtracted before this analysis. Any constant error in that subtraction acts as the offset $\delta C$ above. Real subgap densities vary with energy and processing. Within the constant-density model, doubling the background multiplies the limit by $(3.784/2.392)^{3/2}\approx2.0$.

The measurement must also be slow enough for electrons to enter from the contacts. Let $w$ be the local charging response relative to its low-frequency value, $\sigma_\square$ the sheet conductance and $L$ the channel length. Current conservation gives $\sigma_\square w''=i\omega c\,w$, with $w=1$ at both contacts. The mean response is $\tanh z/z$, where $z=(L/2)\sqrt{i\omega c/\sigma_\square}$. At 1 kHz and an assumed mobility of $10\ \mathrm{cm^2/Vs}$, the missed density is $2.54\times10^{13}\ \mathrm{cm^{-3}}$. For small $|z|$ the loss in the real part varies as $|z|^4$, so halving the mobility raises it about fourfold, to $10^{14}\ \mathrm{cm^{-3}}$. Deeper intervals have fewer free electrons and suffer more.

Temperature sets the opposite boundary. With the Fermi level held 0.25 eV below the conduction edge, warming from 300 to 350 K raises the free-electron density from $3.16\times10^{14}$ to $1.58\times10^{15}\ \mathrm{cm^{-3}}$. The interval must therefore be deep enough to limit free electrons, yet shallow enough for the channel to charge and for the traps to follow the probe. The last condition depends on the capture cross-section, which is assumed here. With a thermal speed of $10^7$ cm/s and a 1 kHz probe, $10^{-15}\ \mathrm{cm^2}$ leaves a missed density of a few $10^{12}\ \mathrm{cm^{-3}}$, but $10^{-16}\ \mathrm{cm^2}$ raises it to about $2\times10^{14}$ and $10^{-17}\ \mathrm{cm^2}$ to about $4\times10^{15}\ \mathrm{cm^{-3}}$. The remaining values are in the numerical output.

## Computed values

```
film thickness: 30 nm
insulator thickness: 100 nm
channel length: 5 um
total channel width: 2000 um
gated area: 0.0001 cm2
insulator capacitance: 34.53 nF/cm2
background density of states: 1e+17 cm^-3 eV^-1
noise of one reading: 5 fF
gate step; interval: 10 mV; 0.10 eV
thermal energy at 300 K: 25.85 meV
measured capacitance, flat film: 2.009 pF
capacitance ratio r: 1.392 (none)
gate swing: 0.239 V
readings in interval: 23.9 (none)
one-sigma density: 1.22e+13 cm^-3
N_min, 3 sigma: 3.65e+13 cm^-3
N_min in SI: 3.65e+19 m^-3
N_min / interval: 3.65e+14 cm^-3 eV^-1
electrons in film at N_min: 1.1e+04 (none)
N_min with measured background: 5.16e+13 cm^-3
density detected in 95 %: 5.65e+13 cm^-3
simulated alarm rates (0, N_min, N_95): 0.0013 0.5036 0.9494
largest noise-law deviation: 0.62 %
constant-r limit, 0.2 eV: 5.16e+13 cm^-3; 2.58e+14 cm^-3 eV^-1
constant-r limit, 0.4 eV: 7.3e+13 cm^-3; 1.83e+14 cm^-3 eV^-1
sharp-level fraction caught: 0.747 (none)
same with 50 mV gate probe: 0.734 (none)
sharp-level limit at 0.10 eV: 4.88e+13 cm^-3
best interval / kT: 4.355 (none)
best interval at 300 K: 112.6 meV
sharp-level limit at best interval: 4.86e+13 cm^-3
best thickness, flat potential: 43.1 nm
best thickness, band bending: 32.0 nm
screening length: 74.3 nm
trap response with bending: 0.901 (none)
response, bending + free electrons: 0.896 (none)
upper-end ratio, full film: 1.447 (none)
N_min, full film: 4.14e+13 cm^-3
background density in interval: 1e+16 cm^-3
free-electron apparent density: 2.4e+14 cm^-3
error from 1 fF offset: 1.19e+13 cm^-3
error from +1 % insulator value: -1.36e+14 cm^-3
error from 10 mV flat-band shift: 1.49e+14 cm^-3
missed density, slow emission: 3.9e+12 cm^-3
missed density, lateral charging: 2.54e+13 cm^-3
interface density of states: 1e+11 cm^-2 eV^-1
its apparent volume density: 3.33e+15 cm^-3
its factor on N_min: 1.30 (none)
trap counting fluctuation: 5.77e+12 cm^-3
insulator field change: 0.0139 MV/cm
free electrons at top, 300 K: 3.16e+14 cm^-3
free electrons at top, 350 K: 1.58e+15 cm^-3
best interval at 350 K: 131.3 meV
```
